The Koopmans Screening Coefficient as a Ratio of Energy Curvatures, part 1

(Sections cited here and not found follow in the second part.)

## First half: two energy curves and their curvatures

**Q.** A Koopmans functional adds to an ordinary density functional one term for each localized orbital, and multiplies each term by a coefficient α. That looks like an adjustable parameter. What is the term meant to repair, before we discuss its coefficient?

**A.** It repairs the curvature of the energy as a function of an orbital's occupation. Take a localized spin orbital φ with occupation f between 0 and 1. The Koopmans construction requires the energy to be a straight line in f. This is a requirement placed on each localized orbital, motivated by the straight-line behaviour of the exact energy between integer total electron numbers. For a single localized orbital I take it as an assumption.

The benefit concerns spectra. On a straight line, the slope at f = 1 equals the energy difference between the filled and the emptied orbital. The slope is the diagonal element of the one-electron Hamiltonian, and the difference is minus a removal energy. In a local density functional the line is usually bent, and the two numbers differ.

**Q.** State your conventions, so that I can follow the factors.

**A.** The equations are in Rydberg atomic units: the kinetic operator is −∇² and the interaction of two electrons is 2/|r−r'|. The orbitals are real and φ has spin up. For spin densities ρ↑ and ρ↓ with sum ρ, the energy is

E = Σ (occupation) ⟨orbital|−∇² + v_ext|orbital⟩ + ∫∫ ρ(r)ρ(r')/|r−r'| dr dr' + E_xc[ρ↑,ρ↓] + constant.

The double integral has half the interaction 2/|r−r'| as its kernel, since each pair is counted twice. H denotes the spin-up Kohn-Sham Hamiltonian, that is −∇² + v_ext plus the first derivative of the double integral and of E_xc with respect to ρ↑. The nuclei stay fixed throughout.

The reference is a ground state with a gap, stable against small changes of its orbitals. The orbital φ lies in its occupied space, so f = 1 at the reference. It need not be an eigenstate of H.

**Q.** If I lower f, what do the other electrons do? "The energy as a function of f" is not yet defined.

**A.** There are two useful definitions. In the frozen curve E_u(f), all other orbitals keep the form they have at the reference. In the relaxed curve E_r(f), the other orbitals minimize the energy at each f, while φ keeps its shape and the spin-up ones stay orthogonal to it.

The orthogonality matters. Without it, another spin-up electron could move into the emptied orbital, and the hole would no longer be in φ.

**Q.** Now write down the correction.

**A.** For the variant known as KI, it is the chord of the frozen curve minus the curve itself:

Π(f) = (1−f) E_u(0) + f E_u(1) − E_u(f).

It vanishes at f = 0 and at f = 1. Adding all of Π to E_u would give a straight line. Its derivative is

dΠ/df = E_u(1) − E_u(0) − dE_u/df.

The frozen slope follows from the energy expression. A change δf adds the density δf·|φ|² to spin up. The one-electron part changes by δf⟨φ|−∇²+v_ext|φ⟩, and the rest changes by δf times the average of its potential in φ. Therefore

dE_u/df = ⟨φ|H|φ⟩, with H evaluated at the frozen density for that f.

Write h for this element at f = 1. The correction then shifts the diagonal element of φ by

S_u = [E_u(1) − E_u(0)] − h.

**Q.** Does it also change the ground-state energy or the coupling of φ to other orbitals?

**A.** At f = 1, no. There Π is zero whatever the shapes of φ and of the others, so its derivative with respect to those shapes is zero too. The energy, the density and the elements of H between different occupied orbitals are unchanged. The correction acts on a filled orbital as the number S_u, or αS_u once a coefficient is attached.

**Q.** Then why attach one? The straight line is already achieved with α = 1.

**A.** It is achieved for the frozen curve. When an electron is really removed, the others respond, and within the chosen functional the removal energy is that of the relaxed curve. We therefore ask that the corrected diagonal element equal the relaxed difference:

h + α S_u = E_r(1) − E_r(0).

Solving for the coefficient gives its definition:

α = {[E_r(1) − E_r(0)] − h} / {[E_u(1) − E_u(0)] − h}.

Nothing is fitted to experiment. The relaxation is that of the uncorrected functional, which is a further convention.

**Q.** The same h appears in numerator and denominator. The relaxed curve could have a different slope at f = 1.

**A.** It has the same slope, for a reason worth writing out. Let x be a set of independent coordinates for the allowed changes of the other orbitals, with x = 0 at the reference, and let E(f,x) be the energy. Then

E_u(f) = E(f,0), E_r(f) = E(f,x(f)),

where x(f) satisfies ∂E/∂x = 0. By the chain rule,

dE_r/df = ∂E/∂f + (∂E/∂x)·(dx/df) = ∂E/∂f.

The second term vanishes because x(f) is stationary. The remaining derivative is taken at fixed orbitals, so it is again a diagonal element:

dE_r/df = ⟨φ|H[ρ_r(f)]|φ⟩,

with ρ_r(f) the relaxed density. At f = 1 the minimizer is x = 0: φ and the other reference orbitals together form the ground state, and no restricted choice can lie lower. The curves therefore touch at f = 1, with common value and common slope h.

**Q.** I would like to see this on a molecule, and away from f = 1, where it could fail.

**A.** Take silane, SiH₄, a gas from which silicon films are deposited. The Si–H length is set to the rough value 1.48 Å in a regular tetrahedron. The functional is the spin-resolved local density approximation with Slater exchange and VWN correlation in the variant fitted to Monte Carlo data (VWN5), and the basis is def2-SVP. For φ, one s function from each hydrogen is projected on the four occupied valence orbitals, and the results are made orthonormal symmetrically. This gives four equivalent Si–H bond orbitals, and φ is one of them. Energies of the example are in eV.

At f = 0.5, the relaxed energies at f = 0.53 and 0.47 give a slope of −14.472 eV. The diagonal element in the relaxed density at f = 0.5 is also −14.472 eV. In the frozen density it is −16.059 eV, so the test does distinguish the two densities.

**Q.** Good. Where do second derivatives enter? The definition of α contains differences over a whole electron.

**A.** Remove a fraction q instead of a whole electron. Let K and T be the second and third derivatives of either curve at f = 1. Taylor's formula with the step −q gives

E(1−q) = E(1) − q h + q²K/2 − q³T/6 + O(q⁴).

Subtract this from E(1) and divide by q:

[E(1) − E(1−q)]/q = h − qK/2 + q²T/6 + O(q³).

Now subtract h:

[E(1) − E(1−q)]/q − h = −(q/2)[K − qT/3 + O(q²)].

Form this quantity for both curves and divide. The factor −q/2 cancels:

α(q) = [K_r − qT_r/3 + O(q²)] / [K_u − qT_u/3 + O(q²)].

At q = 1 the left side is the coefficient defined above. As q tends to zero,

α(q) → K_r/K_u = (d²E_r/df²)/(d²E_u/df²).

If both curves are cut after the second-order term, the cubic and higher terms are absent and α(q) = K_r/K_u for every q, including q = 1. That is the precise sense of "to second order".

**Q.** So the ratio is an identity for an infinitesimal removal and an approximation for a whole electron. How large is the first term you drop?

**A.** Take K_r out of the numerator and K_u out of the denominator:

α(q) = (K_r/K_u) · [1 − qT_r/(3K_r)] / [1 − qT_u/(3K_u)] + O(q²).

Since 1/(1−y) = 1 + y + O(y²), this becomes

α(q) = (K_r/K_u) · [1 − (q/3)(T_r/K_r − T_u/K_u)] + O(q²).

The leading correction contains the difference of two relative cubic terms. If both curves depart from a parabola by the same fraction, the departure cancels in the ratio.

For silane, second differences of the energies at f = 0.97, 1 and 1.03 give K_u = 13.058 eV and K_r = 9.741 eV. The occupation 1.03 serves to form a derivative and is no physical state. The ratio is

α = 9.741/13.058 = 0.746.

The third derivatives are T_u = 1.250 eV and T_r = 0.672 eV. Hence

T_r/K_r = 0.672/9.741 = 0.069, T_u/K_u = 1.250/13.058 = 0.096,

dα/dq at q = 0 = −(0.746/3)(0.069 − 0.096) = +0.0067.

A second value comes from α(q) at q = 0.05 and q = 0.10, computed from energy differences, and the limit K_r/K_u at q = 0, combined so that the q² term drops out. It is also 0.0067.

**Q.** And at q = 1, where the coefficient is used?

**A.** The full differences are

E_r(1) − E_r(0) = −14.362 eV, E_u(1) − E_u(0) = −15.913 eV, h = −9.740 eV.

The definition gives

α(1) = (−14.362 + 9.740)/(−15.913 + 9.740) = 4.622/6.173 = 0.749.

The ratio of curvatures is 0.4% below this value. The linear estimate at q = 1 would be 0.746 + 0.007 = 0.753, which overshoots, so terms beyond the cubic one are not negligible at this level.

**Q.** An agreement of 0.4% suggests that the curves are nearly parabolas.

**A.** They are less parabolic than that. A parabola would give S_u = −K_u/2 = −6.529 eV, against the actual −6.173 eV, a departure of 5.8% relative to the actual value. For the relaxed curve the parabola gives −K_r/2 = −4.871 eV against −4.622 eV, a departure of 5.4%. The two departures nearly cancel in the ratio: 1.054/1.058 = 0.996.

For silane it is therefore better to approximate only α and to compute S_u from the full energy difference. Replacing the whole screened shift by −K_r/2 would give up the cancellation. In another system this has to be checked, since the cancellation needs similar relative departures of the two curves.

**Q.** With this α, is the corrected energy straight between the end points?

**A.** To second order it is, if Π is built from the frozen curve and added to E_r. Since Π'' = −E_u'', the curvature of E_r + αΠ at f = 1 is

K_r − αK_u = 0.

To judge the middle of the interval, compare the bows, meaning chord minus curve. For a parabola written from f = 1,

E(f) = E(1) − (1−f)h + (1−f)²K/2.

The chord is (1−f)E(0) + fE(1) = E(1) − (1−f)h + (1−f)K/2. Subtracting the curve leaves

(K/2)(1−f)[1 − (1−f)] = (K/2) f(1−f).

Both bows have the same shape, and their ratio is again K_r/K_u. In silane the bows at f = 0.5 are 1.486 eV frozen and 1.114 eV relaxed. After correction, 1.114 − 0.746 × 1.486 = 0.005 eV remains.

One limitation belongs here. If the corrected functional is itself minimized at fractional f, the other orbitals also feel αΠ, because S_u depends on their shapes. The response then changes, and the argument no longer guarantees zero curvature.

**Q.** A band gap also needs empty orbitals. There f = 1 is not the reference.

**A.** For an empty localized orbital the reference is f = 0, and h is the diagonal element there. The slope of Π at f = 0 is again [E_u(1) − E_u(0)] − h, so the definition of α keeps its form. Adding a fraction q gives

E(q) = E(0) + qh + q²K/2 + q³T/6 + O(q⁴),

[E(q) − E(0)]/q − h = (q/2)[K + qT/3 + O(q²)].

The prefactor is now +q/2 and cancels as before:

α(q) = [K_r + qT_r/3 + O(q²)] / [K_u + qT_u/3 + O(q²)] → K_r/K_u.

The sign of the cubic term has changed and the limit has not.

As a test, the contracted hydrogen s function of def2-SVP, which is more compact than an atomic 1s orbital, was projected on the empty space of silane and normalized. It is a localized test orbital and does not represent the edge of the empty levels. The values below depend on this choice of function. It has K_u = 11.50 eV and K_r = 8.02 eV, with ratio 0.698. Adding 0.05 electron gives α = 0.700 from energy differences. Adding a whole electron gives α = 0.718. The ratio of curvatures is then 2.8% too low and the screened shift is off by 0.13 eV, a much larger error than for the filled bond orbital.

## Second half: the response behind the ratio, and what it gives for silane

**Q.** Before we look inside the curvatures, restate what we carry over.

**A.** φ is a localized spin-up orbital with occupation f, equal to 1 at the reference, and h is its diagonal Hamiltonian element there. E_u(f) is the energy with all other orbitals frozen, and E_r(f) the energy with them relaxed while φ is held fixed. K_u and K_r are the second derivatives at f = 1. The coordinates x describe changes of the other orbitals, with x = 0 at the reference. The unscreened shift is S_u = [E_u(1) − E_u(0)] − h, and the corrected element is h + αS_u. To second order α = K_r/K_u. Equations are in Rydberg units and the silane example is in eV.

**Q.** What is K_u physically?

**A.** It is the interaction of the orbital's density with itself, as the functional describes it. Let n = |φ|². The frozen slope is ⟨φ|H|φ⟩, and a change δf adds δf·n to the spin-up density. The potential responds through the second derivative of the energy,

f_Hxc(r,r') = 2/|r−r'| + δ²E_xc/δρ_σ(r)δρ_σ'(r'),

which depends on the spins σ and σ'. Averaging the change of potential over n gives

K_u = ∫∫ n(r) f_Hxc(r,r') n(r') dr dr' = ⟨n|f_Hxc|n⟩, both spins up.

For the bond orbital of silane, the Hartree part is 15.447 eV and the exchange-correlation part is −2.389 eV. Their sum is 13.058 eV, which agrees with the second difference of the frozen energies. For one electron an exact functional would make the two parts cancel. In this approximation exchange-correlation removes 2.389/15.447 = 15% of the Hartree part.

**Q.** Does this explain why the orbital must be localized?

**A.** It shows what happens otherwise. Spread the density over a region of size L, so that n is of order 1/L³. The Hartree part scales as 1/L. For a local functional at finite background density, the other part scales as ∫n² dr, that is as 1/L³. Both vanish for large L, and so does the correction. A Bloch state of a large crystal would receive practically no shift, even though its level may be wrong.

The frozen and relaxed curves share their value and slope at f = 1, so to second order α is the ratio K_r/K_u, and K_u is the self-interaction of the orbital density as the functional describes it. It remains to express K_r through the response of the other electrons and to see what the result gives for the highest occupied level of silane.
